\section*{Spin injection into a high-resistance conductor with and without a barrier}

\section{The question}

A ferromagnet F fills the half-space $x<0$ and a nonmagnetic conductor N fills $x>0$. A steady charge current of density $j$ flows along $x$ through both. The magnetization of F is uniform and sets the spin axis. Spin-up and spin-down carriers form two channels with conductivities $\sigma_\uparrow$ and $\sigma_\downarrow$. In F these differ, and the bulk polarization is
\begin{equation}
\beta=\frac{\sigma_\uparrow-\sigma_\downarrow}{\sigma_\uparrow+\sigma_\downarrow}.
\end{equation}
In N they are equal. The interface may carry a thin barrier with conductances per area $\Sigma_\uparrow$ and $\Sigma_\downarrow$ and polarization $\gamma=(\Sigma_\uparrow-\Sigma_\downarrow)/(\Sigma_\uparrow+\Sigma_\downarrow)$. No spins flip inside the barrier. The injected polarization is that of the current at the interface,
\begin{equation}
P=\frac{j_\uparrow-j_\downarrow}{j}\quad\text{at }x=0 .
\end{equation}
The spin diffusion lengths are $L_F$ and $L_N$, and the effective spin resistances (resistance times area) are
\begin{equation}
r_F=L_F\,\frac{\sigma_\uparrow+\sigma_\downarrow}{4\sigma_\uparrow\sigma_\downarrow}\bigg|_F,\qquad
r_N=\frac{L_N}{\sigma_N},\qquad
r_b=\frac{\Sigma_\uparrow+\Sigma_\downarrow}{4\Sigma_\uparrow\Sigma_\downarrow},
\label{eq:defs}
\end{equation}
where $\sigma_N$ is the total conductivity of N.

\begin{enumerate}
\item[(a)] From Ohm's law in each channel and the balance of spin flips, derive the equation for the voltage splitting between the channels, and express the spin current through the splitting.
\item[(b)] Relate the spin current at $x=0$ to the splitting on each side, and find the condition that the barrier imposes.
\item[(c)] Derive $P$.
\item[(d)] Let $\beta=0.5$ and $r_N/r_F=1000$. Calculate $P$ without a barrier and explain its size.
\item[(e)] Add a barrier with $\gamma=0.5$ and $r_b=r_N$. Calculate $P$ and verify the interface condition with numbers.
\item[(f)] Is it the resistance of the barrier or its spin selectivity that helps? How does $P$ depend on $r_b$?
\item[(g)] How do the answers change if the given ratios refer to ordinary resistances, $L_F/\sigma_F$ and $1/(\Sigma_\uparrow+\Sigma_\downarrow)$? What changes if N is thin, and when does the model fail?
\end{enumerate}

\section{Answer to (a): diffusion of the splitting}

Let $V_s$ be the electrochemical potential of channel $s$ expressed as a voltage, so that a positive current flows towards lower $V_s$:
\begin{equation}
j_s=-\sigma_s\frac{dV_s}{dx},\qquad s=\uparrow,\downarrow .
\label{eq:ohm}
\end{equation}
Define the splitting $D=V_\uparrow-V_\downarrow$. Spin flips transfer charge from the channel at higher voltage to the other. For small $D$ the transfer rate per volume is $GD$ with $G>0$. In a steady state no charge piles up in either channel, hence
\begin{equation}
\frac{dj_\uparrow}{dx}=-GD,\qquad \frac{dj_\downarrow}{dx}=+GD .
\label{eq:flip}
\end{equation}
The sum of the two equations gives $dj/dx=0$, as charge conservation requires. Within a uniform layer, differentiating (\ref{eq:ohm}) and inserting (\ref{eq:flip}) gives $V_\uparrow''=GD/\sigma_\uparrow$ and $V_\downarrow''=-GD/\sigma_\downarrow$. Subtraction yields
\begin{equation}
D''=\frac{D}{L^2},\qquad \frac1{L^2}=G\left(\frac1{\sigma_\uparrow}+\frac1{\sigma_\downarrow}\right).
\label{eq:diff}
\end{equation}

For the spin current $J_s=j_\uparrow-j_\downarrow$, write $j_\uparrow=(j+J_s)/2$ and $j_\downarrow=(j-J_s)/2$. Then (\ref{eq:ohm}) gives
\begin{align}
D'&=-\frac{j_\uparrow}{\sigma_\uparrow}+\frac{j_\downarrow}{\sigma_\downarrow}\nonumber\\
&=-\frac j2\left(\frac1{\sigma_\uparrow}-\frac1{\sigma_\downarrow}\right)
-\frac{J_s}2\left(\frac1{\sigma_\uparrow}+\frac1{\sigma_\downarrow}\right).
\label{eq:dprime}
\end{align}
With $\sigma=\sigma_\uparrow+\sigma_\downarrow$ and $\rho^*=\sigma/(4\sigma_\uparrow\sigma_\downarrow)$ the two brackets are
\begin{align}
\frac1{\sigma_\uparrow}+\frac1{\sigma_\downarrow}&=\frac{\sigma}{\sigma_\uparrow\sigma_\downarrow}=4\rho^*,\\
\frac1{\sigma_\uparrow}-\frac1{\sigma_\downarrow}&=-\frac{\sigma_\uparrow-\sigma_\downarrow}{\sigma_\uparrow\sigma_\downarrow}
=-\frac{\beta\sigma}{\sigma_\uparrow\sigma_\downarrow}=-4\beta\rho^* .
\end{align}
Equation (\ref{eq:dprime}) becomes $D'=2\rho^*(\beta j-J_s)$, or
\begin{equation}
J_s=\beta j-\frac{D'}{2\rho^*}.
\label{eq:js}
\end{equation}
The first term is the spin current that the charge current carries in the bulk, and the second is spin diffusion. In N, $\beta=0$ and $\sigma_\uparrow=\sigma_\downarrow=\sigma_N/2$, so $\rho^*=1/\sigma_N$ and all spin current is diffusive.

\section{Answer to (b): the two sides and the barrier}

Both layers are taken to be much thicker than their spin diffusion lengths, so the growing solutions of (\ref{eq:diff}) are excluded:
\begin{equation}
D=D_F\,e^{x/L_F}\ (x<0),\qquad D=D_N\,e^{-x/L_N}\ (x>0).
\end{equation}
The slopes at the interface are $D_F/L_F$ and $-D_N/L_N$. Inserting them in (\ref{eq:js}), with $r_F=\rho_F^*L_F$ and $r_N=L_N/\sigma_N$, gives
\begin{align}
\text{F side:}\quad J_s&=\beta j-\frac{D_F}{2r_F}
&&\Rightarrow\quad D_F=2r_F(\beta j-J_s),\label{eq:DF}\\
\text{N side:}\quad J_s&=\frac{D_N}{2r_N}
&&\Rightarrow\quad D_N=2r_NJ_s .\label{eq:DN}
\end{align}
The same $J_s$ stands in both lines, because without spin flips in the barrier each channel current is continuous.

Across the barrier each channel obeys $V_s(0^-)-V_s(0^+)=j_s/\Sigma_s$. The difference of the two channels is
\begin{align}
D_F-D_N&=\frac{j_\uparrow}{\Sigma_\uparrow}-\frac{j_\downarrow}{\Sigma_\downarrow}\nonumber\\
&=\frac j2\left(\frac1{\Sigma_\uparrow}-\frac1{\Sigma_\downarrow}\right)
+\frac{J_s}2\left(\frac1{\Sigma_\uparrow}+\frac1{\Sigma_\downarrow}\right).
\end{align}
The brackets have the same form as in part (a), with $\Sigma_s$ for $\sigma_s$, $\gamma$ for $\beta$ and $r_b$ for $\rho^*$. They equal $-4\gamma r_b$ and $4r_b$, so
\begin{equation}
D_F-D_N=2r_b(J_s-\gamma j).
\label{eq:barrier}
\end{equation}
Without a barrier $1/\Sigma_s\to0$, hence $r_b=0$ and $D$ is continuous.

\section{Answer to (c): the injected polarization}

Put $J_s=Pj$ into (\ref{eq:DF}), (\ref{eq:DN}) and (\ref{eq:barrier}), and divide by $2j$:
\begin{equation}
r_F(\beta-P)-r_NP=r_b(P-\gamma).
\end{equation}
Collecting the terms with $P$ on one side gives $\beta r_F+\gamma r_b=P(r_F+r_N+r_b)$, and therefore
\begin{equation}
P=\frac{\beta r_F+\gamma r_b}{r_F+r_N+r_b}.
\label{eq:P}
\end{equation}
Each element contributes its own polarization, weighted by its effective resistance. N enters with polarization zero.

In this linear model $P$ does not depend on the sign of $j$, since $J_s$ and $j$ reverse together. The splitting $D_N=2r_NPj$ does reverse. For electrons, which move against the charge current, $j>0$ means that they flow from N to F, and $j<0$ means that they are injected into N. Also, $D_N$ vanishes as $j\to0$ while $P$ does not. The polarization of the current is thus a different quantity from the polarization of the carrier density in N, which follows the splitting.

\section{Answer to (d): no barrier}

Only ratios of resistances matter, so set $r_F=1$ and $r_N=1000$, and measure splittings in units of $jr_F$. With $r_b=0$,
\begin{equation}
P_0=\frac{\beta r_F}{r_F+r_N}=\frac{0.5}{1001}=4.995\times10^{-4}\approx0.050\,\% .
\end{equation}
The up channel carries $(1+P_0)/2=50.025\,\%$ of the current and the down channel $49.975\,\%$. The bulk polarization of one half is almost entirely lost before the current enters N.

The loss can be read from the splittings. Take $j>0$. According to (\ref{eq:DF}), F responds to a missing spin current $\beta j-J_s$ with a splitting that is at most $2\beta r_Fj=1.000\,jr_F$ as long as $P\ge0$. According to (\ref{eq:DN}), N needs a splitting $2r_NPj$ to carry the spin current away. Continuity of $D$ then demands
\begin{equation}
2r_NP\le2\beta r_F\quad\Rightarrow\quad P\le\beta\,\frac{r_F}{r_N}=5\times10^{-4}.
\end{equation}
The actual splitting, $2\times1000\times4.995\times10^{-4}=0.999$, nearly exhausts what F can supply. Most of the spin current relaxes by spin flips in F, within a distance of order $L_F$ from the interface.

This is a matter of mismatch. For $r_N=r_F$ the same formula gives $P=\beta/2=0.25$ without any barrier.

\section{Answer to (e): a spin-selective barrier}

With $\gamma=0.5$ and $r_b=1000$,
\begin{equation}
P=\frac{0.5\times1+0.5\times1000}{1+1000+1000}=\frac{500.5}{2001}=0.2501\approx25\,\% .
\end{equation}
This is about 501 times the value without the barrier. The up channel now carries $62.506\,\%$ of the current and the down channel $37.494\,\%$. Of the polarization $0.2501$, the barrier term $\gamma r_b$ contributes $0.24988$ and the bulk term $\beta r_F$ contributes $0.00025$.

The splittings on the two sides, in units of $jr_F$, are
\begin{align}
D_F&=2(0.5-0.250125)=0.49975,\\
D_N&=2\times1000\times0.250125=500.25 .
\end{align}
Their difference can be checked channel by channel. The ordinary resistance of the barrier follows from $\Sigma_\uparrow\Sigma_\downarrow=(\Sigma_\uparrow+\Sigma_\downarrow)^2(1-\gamma^2)/4$ and the definition of $r_b$:
\begin{equation}
\frac1{\Sigma_\uparrow+\Sigma_\downarrow}=(1-\gamma^2)\,r_b=0.75\times1000=750 .
\label{eq:ordinary}
\end{equation}
The up channel has the fraction $(1+\gamma)/2=0.75$ of the conductance and the down channel $0.25$, so $1/\Sigma_\uparrow=750/0.75=1000$ and $1/\Sigma_\downarrow=750/0.25=3000$. The voltage drops are
\begin{align}
\text{up:}\quad &0.62506\times1000=625.06,\\
\text{down:}\quad &0.37494\times3000=1124.82 .
\end{align}
The up drop minus the down drop is $-499.76$, which agrees with $D_F-D_N=0.49975-500.25=-499.75$ within the rounding.

The barrier thus removes the restriction found in part (d). The large splitting that N needs no longer has to exist in F, because it arises across the barrier from the unequal drops of the two channels.

\section{Answer to (f): selectivity and strength}

Replace the barrier by an unselective one of the same size, $\gamma=0$ and $r_b=r_N$. Then
\begin{equation}
P=\frac{0.5}{2001}=2.499\times10^{-4},
\end{equation}
which is half the value without any barrier. F still supplies a splitting of $0.9995$, but only $0.49975$ of it reaches N, and the rest drops across the barrier. Resistance alone therefore makes the injection worse.

The general rule follows from (\ref{eq:P}) with $\beta r_F=(r_F+r_N)P_0$:
\begin{equation}
P=\frac{(r_F+r_N)\,P_0+r_b\,\gamma}{(r_F+r_N)+r_b}.
\label{eq:mean}
\end{equation}
$P$ is a weighted mean of $P_0$ and $\gamma$. A barrier raises $P$ if $\gamma>P_0$ and lowers it if $\gamma<P_0$. Here $P_0$ is so small that even a weakly selective barrier with the sign of $\beta$ raises $P$. If $\gamma$ and $\beta$ have opposite signs, $P$ passes through zero at $\beta r_F=-\gamma r_b$ and then takes the sign of $\gamma$. Its magnitude can then exceed $P_0$ as well: $\gamma=-0.5$ with $r_b=r_N$ gives $P=(0.5-500)/2001=-0.2496$.

For $r_F\ll r_N$ and a barrier with $|\gamma|r_b\gg|\beta|r_F$, (\ref{eq:P}) reduces to
\begin{equation}
P\approx\gamma\,\frac{r_b}{r_N+r_b}.
\end{equation}
The scale on which the barrier must be strong is therefore $r_N$, not $r_F$. For $\gamma=0.5$ the full formula gives
\begin{center}
\begin{tabular}{cc}
$r_b/r_N$ & $P$\\
\hline
0 & 0.0005\\
0.1 & 0.0459\\
1 & 0.2501\\
10 & 0.4545
\end{tabular}
\end{center}
At $r_b=r_N$ about half of $\gamma$ is reached. In the limit $r_b\to\infty$, $P$ tends to $\gamma$: the barrier then dominates both channel resistances, and the layers behind it no longer influence how the current divides. The price is resistance. By (\ref{eq:ordinary}), going from $r_b=r_N$ to $r_b=10\,r_N$ multiplies the barrier resistance by ten, while $P$ does not even double.

The numerical output sets these values beside a direct solution of Kirchhoff's equations for a two-channel resistor network with spin-flip links. Relative to the formulas, the largest deviation in $P$, $D_F$ and $D_N$ is $3.7\times10^{-5}$.

\section{Answer to (g): other readings and limits of validity}

\subsection*{Ordinary resistances}

The ratios given in (d) and (e) refer to the effective quantities (\ref{eq:defs}). By the same algebra as in (\ref{eq:ordinary}), $r_F=(L_F/\sigma_F)/(1-\beta^2)$, where $\sigma_F$ is the total conductivity of F. If the ratios $1:1000:1000$ refer to $L_F/\sigma_F$, $r_N$ and $1/(\Sigma_\uparrow+\Sigma_\downarrow)$, then $r_F$ and $r_b$ both grow by $1/(1-0.25)=4/3$, while $r_N$ stays the same:
\begin{align}
\text{no barrier:}\quad P&=\frac{0.5\times1.3333}{1.3333+1000}=6.658\times10^{-4},\\
\text{barrier:}\quad P&=\frac{0.5\times(1.3333+1333.3)}{1.3333+1000+1333.3}=0.2858 .
\end{align}
The conclusion is unchanged, but the second answer moves from $25\,\%$ to $29\,\%$. A quoted barrier resistance therefore needs its definition.

\subsection*{A thin nonmagnetic layer}

Suppose that N has thickness $d$ and ends at a contact that holds both channels at the same voltage, so that $D(d)=0$. The solution in N is then $D=A\sinh[(d-x)/L_N]$. From (\ref{eq:js}) with $\beta=0$,
\begin{equation}
J_s(0)=-\frac{\sigma_N}{2}D'(0)=\frac{A}{2r_N}\cosh\frac d{L_N},\qquad
D(0)=A\sinh\frac d{L_N}.
\end{equation}
Division gives $D(0)=2r_N\tanh(d/L_N)\,J_s(0)$. This is (\ref{eq:DN}) with $r_N$ replaced by $r_N\tanh(d/L_N)$, and the same replacement holds in (\ref{eq:P}). For $d\gg L_N$ the earlier result returns. For $d\ll L_N$ the effective resistance is $d/\sigma_N$, the ordinary resistance of the layer, because spins reach the contact before they flip. The mismatch then shrinks, and $P$ without a barrier rises towards $\beta$ as $d\to0$, while the splitting $D(0)$ goes to zero. The layer must be very thin for this: $P=\beta/2$ requires $\tanh(d/L_N)=r_F/r_N$, or $d\approx10^{-3}L_N$ for the numbers of (d). The diffusive equations hold only while $d$ exceeds the mean free path.

The gain is owed to the contact, which acts as a perfect spin sink. Let the far contact instead be unselective, free of spin flips and of ordinary resistance $r_c$, so that $D(d)=2r_cJ_s(d)$. Then $D=A\{\sinh[(d-x)/L_N]+(r_c/r_N)\cosh[(d-x)/L_N]\}$, and the same steps replace $r_N$ by
\begin{equation}
r_N\,\frac{r_c+r_N\tanh(d/L_N)}{r_N+r_c\tanh(d/L_N)},
\end{equation}
which tends to $r_c$ as $d\to0$. For $r_c>r_N$ a thinner layer therefore increases the mismatch and lowers $P$.

\subsection*{Where the model fails}

Spin flips inside the barrier make $J_s$ discontinuous, so that (\ref{eq:DF}) and (\ref{eq:DN}) no longer contain the same spin current. A barrier with a nonlinear current--voltage curve has $\Sigma_s$, and with them $\gamma$ and $r_b$, that depend on the bias. The model also takes N as uniform and neutral up to the interface. A real metal--semiconductor contact usually has a depleted Schottky region, which is not described here, so the case without a barrier is an idealization for such contacts.

The splitting must also be small enough to leave the conductivities of N unchanged. In a nondegenerate semiconductor the density of each spin species depends exponentially on its electrochemical potential, so this requires $e|D_N|\ll k_BT$, with $e$ the elementary charge, $k_B$ Boltzmann's constant and $T$ the temperature.

A small splitting is not sufficient, however. It makes the two conductivities slightly unequal, and the electric field then drives a spin current of its own. For equal mobilities and a fixed total carrier density, this drift term has the magnitude $|j|\,e|D_N|/(2k_BT)$ at the interface. The diffusive spin current is $|D_N|/(2r_N)$ by (\ref{eq:DN}). Drift is negligible if the ratio of the two is small:
\begin{equation}
\frac{e|j|r_N}{k_BT}\ll1 .
\end{equation}
The splitting has cancelled, so this condition for the validity of (\ref{eq:DN}) is the same with and without a barrier. For $r_b\gg r_N$, however, the barrier fixes the division of the current, and $P$ is insensitive to a moderate violation. It says that the ohmic voltage drop over one spin diffusion length of N must be small compared with $k_BT/e$. Because $|D_N|=2|P|r_N|j|$ and $|P|<1$, it also ensures that the splitting is small. At larger currents the decay lengths upstream and downstream differ, and $r_N$ is no longer a constant of the material.

\section*{Numbers as computed}
\begin{verbatim}
beta = 0.5, gamma = 0.5 (dimensionless)
r_F = 1, r_N = 1000 (units of r_F)
ordinary barrier resistance / r_b = 0.7500
effective / ordinary resistance = 1.333333
P dimensionless; D_F, D_N in units of j*r_F
no barrier:
   P formula 4.995005e-04, network 4.995005e-04
   D_F = 0.99900, D_N = 0.99900
barrier r_b = r_N:
   P formula 2.501249e-01, network 2.501225e-01
   D_F = 0.49975, D_N = 500.24988
unselective barrier r_b = r_N:
   P formula 2.498751e-04, network 2.498775e-04
   D_F = 0.99950, D_N = 0.49975
matched r_N = r_F, no barrier:
   P formula 2.500000e-01, network 2.500000e-01
   D_F = 0.50000, D_N = 0.50000
barrier r_b = 0.1 r_N:
   P formula 4.586739e-02, network 4.586660e-02
   D_F = 0.90827, D_N = 91.73479
barrier r_b = 10 r_N:
   P formula 4.545496e-01, network 4.545488e-01
   D_F = 0.09090, D_N = 909.09917
ordinary-resistance reading, no barrier:
   P formula 6.657790e-04, network 6.657790e-04
   D_F = 1.33156, D_N = 1.33156
ordinary-resistance reading, barrier:
   P formula 2.858367e-01, network 2.858343e-01
   D_F = 0.57110, D_N = 571.67333
general test beta=0.3 gamma=-0.6 r=1,2,3:
   P formula -2.500000e-01, network -2.499966e-01
   D_F = 1.10000, D_N = -1.00000
P without barrier = 0.04995 percent
P with barrier = 25.0125 percent
gain from barrier = 500.75 times
channel shares, no barrier: up 50.0250, down 49.9750 percent
channel shares, barrier: up 62.5062, down 37.4938 percent
part of P from F bulk, with barrier = 0.000250
part of P from barrier = 0.249875
largest splitting F can supply, 2*beta*r_F = 1.000 j*r_F
largest relative deviation formula/network = 3.7e-05
largest relative deviation of decay length = 5.8e-06
\end{verbatim}
